# Why local spin-density theory needs a constraining field under spin-transfer torque

## What goes wrong without the constraint

Turn the free layer of a spin valve to 90° from the pinned layer, pass a current, and ask noncollinear local spin-density theory for the steady state and its torque. If the exchange-correlation field is recomputed from the magnetization and nothing else is added, the 90° state is not a solution. Each cycle returns moments that point elsewhere, and any steady state that is reached has zero torque on every atom. The torque that was wanted and the steadiness that was imposed exclude each other.

The reason is a balance of angular momentum. The terms of that balance are taken one at a time below, then weighed in a model spin valve.

## Contribution 1: the exchange-correlation field

Let an electron's spin energy be $\tfrac12\boldsymbol\sigma\cdot\mathbf b$, with $\mathbf b$ in energy units. Let $\mathbf m=\langle\boldsymbol\sigma\rangle$ be the spin density and $\mathbf s=\mathbf m/2$ the spin in units of $\hbar$. A change $\delta\mathbf m$ costs $\tfrac12\mathbf b\cdot\delta\mathbf m$, so a functional with energy density $e(n,|\mathbf m|)$ gives

$$\mathbf b_{xc}=2\frac{\partial e}{\partial\mathbf m}=2\frac{\partial e}{\partial|\mathbf m|}\,\hat{\mathbf m}=(v_\uparrow-v_\downarrow)\,\hat{\mathbf m}.$$

The last step uses $n_{\uparrow,\downarrow}=(n\pm|\mathbf m|)/2$, so that $\partial e/\partial|\mathbf m|=(v_\uparrow-v_\downarrow)/2$ with $v_\sigma=\partial e/\partial n_\sigma$. Therefore

$$\mathbf b_{xc}\times\mathbf s=0 .$$

The field splits the bands, yet it exerts no torque on the local spin. Functionals that also depend on how the direction of $\mathbf m$ varies in space need not have this property.

## Contribution 2: the flow of spin

Take atomic planes $i$ along the stack, with hopping $-t$ between neighbours and no spin-orbit coupling. Let $\rho_{ij}=\langle c_j^\dagger c_i\rangle$ be the density matrix, a $2\times2$ block in spin. It obeys $\hbar\,\dot\rho=-i[H,\rho]$, and $\mathbf s_i=\tfrac12\mathrm{Tr}\,\boldsymbol\sigma\rho_{ii}$.

The on-site spin energy contributes, for component $k$,

$$-\frac i4\,b_j\,\mathrm{Tr}\big([\sigma_k,\sigma_j]\rho_{ii}\big)=\tfrac12\,\epsilon_{kjl}\,b_j m_l=(\mathbf b_i\times\mathbf s_i)_k ,$$

because $[\sigma_k,\sigma_j]=2i\epsilon_{kjl}\sigma_l$.

The bond to plane $i+1$ contributes $it(\rho_{i+1,i}-\rho_{i,i+1})$ to $\hbar\dot\rho_{ii}$. The two blocks are Hermitian conjugates, so their traces with $\boldsymbol\sigma$ are complex conjugates, and their difference is $2i$ times an imaginary part. Hence

$$\tfrac12\,\mathrm{Tr}\,\boldsymbol\sigma\, it(\rho_{i+1,i}-\rho_{i,i+1})=-t\,\mathrm{Im}\,\mathrm{Tr}\,\boldsymbol\sigma\rho_{i+1,i}\equiv-\mathbf Q_{i\to i+1}.$$

This is the spin leaving to the right. The bond to plane $i-1$ gives $+\mathbf Q_{i-1\to i}$ in the same way. With $\mathbf T_i=\mathbf Q_{i-1\to i}-\mathbf Q_{i\to i+1}$, the spin deposited in plane $i$,

$$\hbar\,\dot{\mathbf s}_i=\mathbf T_i+\mathbf b_i\times\mathbf s_i .$$

$\mathbf T_i$ is the spin-transfer torque in energy units.

## The balance, and the field it demands

Write $\mathbf b_i=\mathbf b_{xc,i}+\mathbf c_i$, where $\mathbf c_i$ is whatever has been added to the exchange-correlation field. In a steady state the left side vanishes, and so does the torque of $\mathbf b_{xc}$. What remains is

$$\mathbf T_i=-\mathbf c_i\times\mathbf s_i=\mathbf s_i\times\mathbf c_i .$$

If $\mathbf c_i=0$, then $\mathbf T_i=0$ on every plane. If $\mathbf T_i\neq0$, a field across the moment is required. To find it, take the cross product with $\mathbf s_i$:

$$\mathbf T_i\times\mathbf s_i=(\mathbf s_i\times\mathbf c_i)\times\mathbf s_i=\mathbf c_i|\mathbf s_i|^2-\mathbf s_i(\mathbf s_i\cdot\mathbf c_i).$$

A part of $\mathbf c_i$ along $\mathbf s_i$ exerts no torque, so it is set to zero, and

$$\boxed{\;\mathbf c_i=\frac{\mathbf T_i\times\mathbf s_i}{|\mathbf s_i|^2}\;}$$

Now remove $\mathbf c$ suddenly. The density matrix has not yet changed, so the spins start to move at $\hbar\dot{\mathbf s}_i=\mathbf T_i$. The constrained steady state is thus a snapshot of moments that would otherwise be turning, and the constraint measures how fast each would start.

## Limit: current without a constraint

Current by itself does not call for $\mathbf c$. If all fields lie along one axis $z$, the spin component along $z$ is conserved, and every $\mathbf s_i$ and $\mathbf Q$ points along $z$. A torque could then have a $z$ component at most, but $\mathbf T_i=\mathbf s_i\times\mathbf c_i$ is perpendicular to $\mathbf s_i$, so it vanishes. Parallel and antiparallel layers carry current with $\mathbf c=0$. Likewise, in a nonmagnetic spacer spin current passes through undiminished. The constraint answers to spin deposited, not to spin flowing.

## Would a better functional remove the need?

Suppose $\mathbf b_{xc}$ were not parallel to $\mathbf m$. Without spin-orbit coupling, the exchange-correlation energy is unchanged when all moments turn together by a small angle, $\delta\mathbf m_i=\delta\boldsymbol\phi\times\mathbf m_i$. Then

$$0=\tfrac12\sum_i\mathbf b_{xc,i}\cdot(\delta\boldsymbol\phi\times\mathbf m_i)=\tfrac12\,\delta\boldsymbol\phi\cdot\sum_i\mathbf m_i\times\mathbf b_{xc,i}.$$

Since $\delta\boldsymbol\phi$ is arbitrary, the torques sum to zero over the whole system, pinned layer included. Such a field can pass angular momentum from atom to atom, but it is no outside sink.

The interacting electrons themselves obey the same kind of balance. Their repulsion depends on densities and commutes with the local spin, so the true spin flux into a region can be steady and nonzero only if a real field supplies the opposing torque. Parallelism makes the Kohn-Sham balance hold plane by plane with $\mathbf c$ alone. The need for an external torque is physical. In a device, anisotropy, demagnetizing and applied fields can supply part of it; what they do not supply makes the magnet move.

## The hidden constraint

A common recipe fixes the exchange field at $-\Delta\mathbf e$ on each free plane, solves once, and reads the torque from the output moments. No constraint seems to be present. But the local functional evaluated at the output would give $-\Delta\hat{\mathbf m}_{\rm out}$ (for a fixed splitting $\Delta$), so the field actually used contains

$$\mathbf c=-\Delta\mathbf e+\Delta\hat{\mathbf m}_{\rm out}.$$

The small tilt of the output away from $\mathbf e$ is the constraint in another form.

## Weighing the contributions in a spin valve

The model is a one-band simple cubic stack: a semi-infinite pinned ferromagnet with moment along $+z$, four spacer planes, four free planes, and a normal lead. It has $t=0.4$ eV, $\Delta=1.5$ eV, plane spacing 0.22 nm, 300 K and a bias of 0.20 mV. Before the exchange splitting, all band centres lie 0.6 eV above the Fermi level. The functional is $E_{xc}=-\tfrac12\Delta\sum_i|\mathbf m_i|$, summed over the free planes only, and its field $-\Delta\hat{\mathbf m}_i$ is parallel to the moment. The spacer and the normal lead have no exchange field. The pinned layer has a prescribed field, which keeps it fixed. It takes up the reaction to the torque that exists without current. At 90°, the spin that the current deposits along the pinned moment is instead supplied by the spin current from deep in the ferromagnet. The fields $\mathbf c_i$ are adjusted until every free moment lies at the chosen angle.

**Exchange coupling.** At zero bias with moments in one plane, $H$ contains $\sigma_x$ and $\sigma_z$ and is real, so the equilibrium $\rho$ is real. Of the three Pauli matrices, $\sigma_y$ alone is imaginary, so $\mathbf Q$ and $\mathbf T$ point along the plane's normal. At 90° this torque totals $-104.9$ µeV per atom of layer area. It exists without current and is held by a field in the plane of the moments.

**Current.** The bias drives electrons from the pinned layer to the free layer and adds a torque in the plane of the moments, toward the pinned moment: $+1.12$ µeV. It is zero within numerical accuracy at zero bias and becomes $-1.12$ µeV when the bias is reversed. The field that holds it is normal to the plane. In the first free plane, with moment 0.478,

$$c=\frac{1.304\ \text{µeV}}{0.239}=5.46\ \text{µeV}.$$

The current torques on the four planes are 1.304, $-0.099$, $-0.109$ and 0.024 µeV. Most of it acts at the entrance, and the signs differ, so a uniform field would not hold every plane. The exchange torque is about 94 times larger, but it has no part in the plane of the moments, so the in-plane torque is due to the current alone. The bias also changes the torque along the normal, by a few hundredths of a µeV at 90° when the lead potentials are set at ±0.10 mV. This change depends on how the potentials are placed about the Fermi level, and direction does not separate it from the exchange torque.

The torque can be set against the current. At $4.03\times10^6$ A/cm², an atomic area of $4.84\times10^{-16}$ cm² carries $1.95\times10^{-9}$ A. Multiplied by $\hbar/e$ this is 8.0 µeV, or 4.0 µeV for half a unit of spin per electron. The free layer absorbs $1.12/4.0=28\%$ of that amount.

**Angle.** At the same bias, the current torque is 0.48, 1.12 and 1.81 µeV at 45°, 90° and 135°. It is not proportional to the sine of the angle, though it must vanish at 180°.

**Tests of the balance.** Torques from the bond currents agree with $\mathbf s\times\mathbf c$ within $10^{-14}$ eV. After release, the initial spin motion matches $\mathbf T$ within $10^{-12}$ eV. With the prescribed field, the largest tilt is 0.40 mrad, a hidden field of about $1.5\ \text{eV}\times0.3965\times10^{-3}=595$ µeV; the largest explicit constraint is 584 µeV. Both routes give 1.12 µeV for the current torque.

**Is the snapshot meaningful?** It gives the torques at the moment of release, not the later motion. In this one-band model, twisting the free planes against each other lowers the energy, so after release the layer would not turn as one. In cobalt, exchange between neighbouring atoms holds the moments parallel. To compare rates, suppose that the layer is kept rigid in this way. With a rough cobalt-like moment of 1.7 Bohr magnetons per atom, the current torque would take 2.0 ns to turn the layer by one radian. The exchange torque would take about 21 ps. At the highest speed in the band, $2t/\hbar$ planes per unit time, an electron crosses the free layer in about 3 fs. Even a crossing ten times slower is short beside both turning times, so the electrons nearly follow the moments. The small lag can still matter: it adds a torque that, at the exchange rate, can exceed the current torque.

## Beside a real device

The hopping, splitting and plane spacing were chosen to be of the order of those in Co/Cu/Co. The band moment, near 0.47 Bohr magnetons, is well below the rough cobalt value of 1.7. For 1.7 Bohr magnetons per atom the current torque at 90° equals that of a 2.8 mT field. This is above the estimated Oersted field of 1.3 mT at 50 nm radius, but far below the 0.27 T that corresponds to the exchange torque. The comparison does not give a switching threshold, which depends on how the torques grow with angle near parallel or antiparallel alignment.

Other features are far from typical. The current falls by a factor of 49 from parallel to antiparallel alignment, much more than in metallic spin valves. The band edges explain the large factor: for motion along the stack, majority and minority bands overlap by just 0.1 eV, and with a splitting of 1.2 eV (overlap 0.4 eV) the factor drops to 4.4. The four free planes are thin, however: about a quarter of the antiparallel current flows at energies inside the overlap, and the rest tunnels through the layer. The spacer, 0.88 nm, is also thinner than is usual in such devices, which favours exchange coupling. In this model the exchange torque changes sign with spacer thickness ($+49$ µeV at five planes) and falls to about 0.1 µeV at twenty planes, while the current torque stays near 1 µeV. The factor of 94 belongs to this one thickness.

Of the neglected effects on the steady-state torque that were sized, the largest concerns the electrostatic potential, which is not self-consistent here: raising the free-layer level by 0.1 eV increases the current torque by 55%, and lowering it by 0.1 eV reduces the torque by about two thirds. The spacer level matters still more: raising it by 0.1 eV removes 98% of the current torque, and lowering it by 0.1 eV adds 70%. Even the order of magnitude of the torque is therefore not assured for a real stack. Spin flips within the free layer should be rare, since its thickness is about 2% of a rough spin-flip length; the effect of flips elsewhere in the stack was not estimated. Spin-orbit coupling would add a torque from the lattice to the balance, and $\mathbf c$ would then hold the difference. The remaining values are in the numerical output.

## Values computed for the example and the checks

```
hopping, band centre, splitting: 0.4, 0.6, 1.5 eV
temperature 300 K, bias 0.20 mV, plane spacing 0.22 nm
spacer planes 4, free planes 4
LSDA sample: n 0.05, |m| 0.0140 bohr^-3
LSDA field along m: -1.3539 eV
LSDA field across m: 1.2e-10 eV
90 deg, with current; per free plane, torque and field in ueV:
plane  moment(muB)  T_to_pinned  T_normal  c_normal  c_inplane
1  0.4777  1.3041  -139.5822  5.4604  -584.4440
2  0.4584  -0.0989  31.0550  -0.4314  135.4825
3  0.4584  -0.1086  6.2938  -0.4738  27.4594
4  0.4778  0.0239  -2.6474  0.0998  -11.0820
(c_inplane is counted positive away from the pinned moment)
largest |T - s x c|: 7.0e-15 eV
layer torque to pinned, +bias: 1.1205 ueV
layer torque to pinned, zero bias: 4.2e-12 ueV
layer torque to pinned, -bias: -1.1205 ueV
layer torque normal, +bias: -104.881 ueV
layer torque normal, zero bias: -104.860 ueV
45 deg: to pinned 0.4821, normal -71.885 ueV
135 deg: to pinned 1.8145, normal -76.640 ueV
finer mesh changes to-pinned torque by 0.006 %
finer mesh changes normal torque by 0.020 %
current density at 90 deg: 4.032e+06 A/cm2
current density at 0 deg: 3.984e+06 A/cm2
current density at 180 deg: 8.136e+04 A/cm2
released: largest spin rate - T: 9.7e-13 eV
held: largest spin rate: 2.8e-13 eV
prescribed direction: largest output tilt 0.3965 mrad
prescribed direction: torque to pinned 1.1205 ueV
nonlocal model: largest site torque 0.0158 meV
nonlocal model: total torque 3.5e-11 meV
mean normal field, band moment: 10.052 mT
same torque on 1.7 muB per atom (rough): 2.847 mT
demagnetizing field, same moment: 1.861 T
damping 0.01 (rough) times that field: 18.61 mT
Oersted field at radius 50 nm: 1.267 mT
free thickness 0.88 nm / spin-flip length 40 nm (rough): 0.022
stack 1.76 nm / mean free path 10 nm (rough): 0.176
largest bias-induced site charge: 5.23e-05 electrons
its bare Coulomb energy at one spacing: 0.3424 meV
0.1 eV free-level shift changes to-pinned torque by 54.7 %
time to turn 1 rad at 1.7 muB: 1.997 ns
electron transit time of free layer: 3.29 fs
```
